# Does smooth blending of QM and MM forces conserve energy?: test program

```python
"""
Blending two energy surfaces E_Q (QM) and E_M (MM) with a smooth weight lam(R).
Result under test, with D = E_Q - E_M:
  force blending  F_mix = lam F_Q + (1-lam) F_M  has
     curl  d_x F_y - d_y F_x = -(d_x lam d_y D - d_y lam d_x D)
     and closed-loop work  W = loop integral of D dlam  (nonzero in general);
  energy blending E_b = lam E_Q + (1-lam) E_M  has force F_mix - D grad(lam),
     which conserves kinetic energy + E_b.
Case 1: fixed water molecule (RHF/6-31G* or three point charges) and a mobile
point charge in the molecular plane; r = distance from O, theta = angle from
the symmetry axis, theta = 0 on the hydrogen side.
Case 2: particle in a harmonic well with D = g*y and lam = lam(x).
Hartree atomic units throughout.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from pyscf import gto, scf, lib

lib.num_threads(1)
HARTREE_J = const.physical_constants["Hartree energy"][0]
KJMOL = HARTREE_J * const.N_A / 1000.0
KT300 = const.k * 300.0 / HARTREE_J
TIME_FS = const.physical_constants["atomic unit of time"][0] * 1e15

# ---------- symbolic check of the curl and of the exceptional case ----------
X, Y = sp.symbols("x y", real=True)
EQ, EM, LAM = [sp.Function(n)(X, Y) for n in ("E_Q", "E_M", "lam")]


def symbolic_curl(weight):
    fx = -weight * sp.diff(EQ, X) - (1 - weight) * sp.diff(EM, X)
    fy = -weight * sp.diff(EQ, Y) - (1 - weight) * sp.diff(EM, Y)
    return sp.diff(fy, X) - sp.diff(fx, Y)


DS = EQ - EM
claimed = -(sp.diff(LAM, X) * sp.diff(DS, Y) - sp.diff(LAM, Y) * sp.diff(DS, X))
assert sp.expand(symbolic_curl(LAM) - claimed) == 0
assert sp.simplify(sp.expand(symbolic_curl(1 / (1 + sp.exp(DS))))) == 0


# ---------- smooth switch: value and slope, 0 to 1 for s from 0 to 1 ----------
def smoothstep(s):
    s = np.clip(s, 0.0, 1.0)
    return s**3 * (10 - 15 * s + 6 * s**2), 30 * s**2 * (1 - s) ** 2


# ---------- case 1: water and a mobile charge ----------
R_IN, R_OUT = 5.0, 7.0
Q_ION = 1.0
OH, HOH_DEG = 1.81, 104.5
Q_H = 0.42
half = np.radians(HOH_DEG / 2)
nuclei = np.array([[0.0, 0.0, 0.0],
                   [OH * np.cos(half), OH * np.sin(half), 0.0],
                   [OH * np.cos(half), -OH * np.sin(half), 0.0]])
mm_charges = np.array([-2 * Q_H, Q_H, Q_H])
mol = gto.M(atom=[[s, tuple(p)] for s, p in zip("OHH", nuclei)],
            unit="Bohr", basis="6-31g*", verbose=0)
Z = mol.atom_charges().astype(float)
mf = scf.RHF(mol)
mf.chkfile = None
mf.conv_tol = 1e-11
mf.conv_tol_grad = 1e-7
E_FREE = mf.kernel()
assert mf.converged
DM_FREE = mf.make_rdm1()
H_FREE = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
dipole_qm = mf.dip_moment(mol, DM_FREE, unit="AU", verbose=0)[0]
dipole_mm = mm_charges @ nuclei[:, 0]


def coulomb(charges, pos):
    """Energy and force of the mobile charge in the field of fixed charges."""
    d = pos - nuclei
    dist = np.linalg.norm(d, axis=1)
    return (Q_ION * np.sum(charges / dist),
            Q_ION * np.sum((charges / dist**3)[:, None] * d, axis=0))


def qm(pos):
    """RHF interaction energy and force on the mobile charge."""
    with mol.with_rinv_origin(pos):
        v = mol.intor("int1e_rinv")
        dv = mol.intor("int1e_iprinv", comp=3)
    h = H_FREE - Q_ION * v
    mf.get_hcore = lambda *args: h
    e_el = mf.kernel(dm0=DM_FREE)
    assert mf.converged
    dm = mf.make_rdm1()
    e_nuc, f_nuc = coulomb(Z, pos)
    dv = dv + dv.transpose(0, 2, 1)
    return e_el + e_nuc - E_FREE, f_nuc + Q_ION * np.einsum("xij,ji->x", dv, dm)


def weight(r):
    val, slope = smoothstep((R_OUT - r) / (R_OUT - R_IN))
    return val, -slope / (R_OUT - R_IN)


def evaluate(pos):
    """Return D, E_b, F_Q, F_M, F_mix, grad(lam) at a position."""
    eq, fq = qm(pos)
    em, fm = coulomb(mm_charges, pos)
    r = np.linalg.norm(pos)
    lam, slope = weight(r)
    return (eq - em, lam * eq + (1 - lam) * em, fq, fm,
            lam * fq + (1 - lam) * fm, slope * pos / r)


def unit_r(t):
    return np.array([np.cos(t), np.sin(t), 0.0])


def unit_t(t):
    return np.array([-np.sin(t), np.cos(t), 0.0])


def segment(kind, fixed, start, end, n):
    """Gauss-Legendre points and vector line elements of one loop segment."""
    u, w = np.polynomial.legendre.leggauss(n)
    s = 0.5 * (start + end) + 0.5 * (end - start) * u
    w = 0.5 * (end - start) * w
    if kind == "radial":
        return [(a * unit_r(fixed), b * unit_r(fixed)) for a, b in zip(s, w)]
    return [(fixed * unit_r(a), b * fixed * unit_t(a)) for a, b in zip(s, w)]


loop = [("out, H side", segment("radial", 0.0, R_IN, R_OUT, 12)),
        ("outer arc", segment("arc", R_OUT, 0.0, np.pi, 16)),
        ("in, O side", segment("radial", np.pi, R_OUT, R_IN, 12)),
        ("inner arc", segment("arc", R_IN, np.pi, 0.0, 16))]
work = {}
for name, points in loop:
    total = np.zeros(5)
    for pos, dl in points:
        D, _, fq, fm, fmix, glam = evaluate(pos)
        dlam = glam @ dl
        total += [fq @ dl, fm @ dl, fmix @ dl, D * dlam, (D + E_FREE) * dlam]
    work[name] = total
W_Q, W_M, W_MIX, W_D, W_D_RAW = sum(work.values())
assert abs(W_Q) < 1e-6 and abs(W_M) < 1e-6      # parents are conservative
assert abs(W_MIX - W_D) < 1e-6                  # forces against energies
assert abs(W_D_RAW - W_D) < 1e-9                # energy zero drops out
assert abs(W_MIX) > 1e-4                        # blending is not conservative

# local test by central differences at r = 6 bohr, theta = 90 degrees
step = 0.02
r_mid = 0.5 * (R_IN + R_OUT)
centre = r_mid * unit_r(np.pi / 2)
ex, ey = np.eye(3)[0], np.eye(3)[1]
xp, xm, yp, ym = [evaluate(centre + step * e) for e in (ex, -ex, ey, -ey)]
mid = evaluate(centre)
curl_fd = ((xp[4][1] - xm[4][1]) - (yp[4][0] - ym[4][0])) / (2 * step)
grad_D = np.array([xp[0] - xm[0], yp[0] - ym[0]]) / (2 * step)
curl_formula = -(mid[5][0] * grad_D[1] - mid[5][1] * grad_D[0])
assert abs(curl_fd - curl_formula) < 0.02 * abs(curl_formula)
force_fd = -np.array([xp[1] - xm[1], yp[1] - ym[1]]) / (2 * step)
force_formula = (mid[4] - mid[0] * mid[5])[:2]
assert np.max(np.abs(force_fd - force_formula)) < 5e-6
assert abs(mid[0] * mid[5][1]) > 5e-5           # switching term is resolved

# switching force on both sides of the molecule
sides = {}
for label, t in (("H side", 0.0), ("O side", np.pi)):
    D, _, _, _, fmix, glam = evaluate(r_mid * unit_r(t))
    sides[label] = (D, fmix @ unit_r(t), glam @ unit_r(t))
D_H, D_O = sides["H side"][0], sides["O side"][0]
best_shift = -0.5 * (D_H + D_O)
slope_mid = sides["H side"][2]

print("CASE 1: water + mobile charge, RHF/6-31G* against point charges")
print(f"mobile charge {Q_ION:.1f} e; MM charges H {Q_H:.2f}, O {-2*Q_H:.2f} e")
print(f"OH {OH:.2f} bohr, HOH {HOH_DEG:.1f} deg; zone {R_IN:.1f}-{R_OUT:.1f} bohr")
print(f"RHF energy of isolated water      {E_FREE:.6f} hartree")
print(f"dipole RHF {dipole_qm:.4f}, MM {dipole_mm:.4f} e bohr")
for name, _ in loop:
    print(f"work of F_mix, {name:12s}       {work[name][2]: .6f} hartree")
print(f"integral D dlam, out on H side    {work['out, H side'][3]: .6f} hartree")
print(f"integral D dlam, in on O side     {work['in, O side'][3]: .6f} hartree")
print(f"loop work, pure QM force          {W_Q: .1e} hartree")
print(f"loop work, pure MM force          {W_M: .1e} hartree")
print(f"loop work, F_mix (from forces)    {W_MIX: .6f} hartree")
print(f"loop integral D dlam (energies)   {W_D: .6f} hartree")
print(f"loop work, energy-blended force   {W_MIX - W_D: .1e} hartree")
print(f"loop work of F_mix                {W_MIX*KJMOL: .3f} kJ/mol")
print(f"loop work of F_mix / kT(300 K)    {W_MIX/KT300: .2f}")
print(f"At r = {r_mid:.1f} bohr, theta = 90 deg:")
print(f"curl F_mix, finite difference     {curl_fd: .4e} hartree/bohr^2")
print(f"curl F_mix, formula               {curl_formula: .4e} hartree/bohr^2")
print(f"y force from E_b, fin. difference {force_fd[1]: .6f} hartree/bohr")
print(f"y force, F_mix - D grad lam       {force_formula[1]: .6f} hartree/bohr")
print(f"y force, F_mix alone              {mid[4][1]: .6f} hartree/bohr")
print(f"At r = {r_mid:.1f} bohr on the axis, dlam/dr = {slope_mid:.4f} 1/bohr:")
for label, (D, fr, sl) in sides.items():
    print(f"{label}: D                         {D: .6f} hartree")
    print(f"{label}: radial F_mix              {fr: .6f} hartree/bohr")
    print(f"{label}: switching force           {-D*sl: .6f} hartree/bohr")
    print(f"{label}: same, best common shift   {-(D+best_shift)*sl: .6f} hartree/bohr")
    print(f"{label}: same, raw total energy    {-(D+E_FREE)*sl: .3f} hartree/bohr")
print(f"best common shift of E_Q          {best_shift: .6f} hartree")

# ---------- case 2: dynamics in scaled time tau = omega*t ----------
MASS, OMEGA, AMP, WIDTH, G = 30000.0, 5e-4, 0.5, 2.0, 2e-4
K_SPRING = MASS * OMEGA**2
ratio = G / K_SPRING
N_PERIODS = 10


def lam_x(x):
    val, slope = smoothstep(x / WIDTH + 0.5)
    return val, slope / WIDTH


def motion(tau, s, energy_blend):
    x, y, u, v, leak = s
    lam, slope = lam_x(x)
    extra = -ratio * y * slope if energy_blend else 0.0
    return [u, v, -x + extra, -y - ratio * lam, ratio * y * slope * u]


def run(energy_blend):
    times = 2 * np.pi * np.arange(N_PERIODS + 1)
    sol = solve_ivp(motion, (0, times[-1]), [AMP, 0, 0, 0, 0], method="DOP853",
                    t_eval=times, rtol=1e-11, atol=1e-13, args=(energy_blend,))
    assert sol.success
    x, y, u, v, leak = sol.y
    kin = 0.5 * K_SPRING * (u**2 + v**2)
    pot = K_SPRING * (0.5 * (x**2 + y**2) + ratio * y * lam_x(x)[0])
    return x, y, kin, kin + pot, K_SPRING * leak


x_f, y_f, kin_f, tot_f, leak_f = run(False)
x_e, y_e, kin_e, tot_e, leak_e = run(True)
a1 = quad(lambda p: lam_x(AMP * np.cos(p))[0] * np.cos(p), 0, 2 * np.pi,
          epsabs=1e-12)[0] / np.pi
period = 2 * np.pi / OMEGA
law = (G * a1 * period * np.arange(N_PERIODS + 1)) ** 2 / (8 * MASS)
assert np.max(np.abs(x_f - AMP)) < 1e-7 and np.max(np.abs(y_f)) < 1e-7
assert np.max(np.abs(kin_f - law)) < 1e-6 * law[-1]
assert np.max(np.abs(tot_f - tot_f[0] - leak_f)) < 1e-6 * law[-1]
drift_e = np.max(np.abs(tot_e - tot_e[0]))
assert drift_e < 1e-6 * law[-1]

print("CASE 2: harmonic well, D = g y, lam = lam(x)")
print(f"mass {MASS:.0f} m_e, omega {OMEGA:.1e} a.u., k {K_SPRING:.4f} hartree/bohr^2")
print(f"amplitude {AMP:.1f} bohr, zone width {WIDTH:.1f} bohr, g {G:.1e} hartree/bohr")
print(f"period {period:.1f} a.u. = {period*TIME_FS:.1f} fs; a1 = {a1:.6f}")
print(f"initial K + E_b                   {tot_f[0]:.4e} hartree")
for n in (1, 5, 10):
    print(f"force blend, K after {n:2d} periods    {kin_f[n]:.4e}, law {law[n]:.4e} hartree")
print(f"integral D dlam over 10 periods   {leak_f[-1]:.4e} hartree")
print(f"position error after 10 periods   {np.hypot(x_f[-1]-AMP, y_f[-1]):.1e} bohr")
print(f"energy blend, largest drift       {drift_e:.1e} hartree")
print("PASS")
```

Printed output:

```
CASE 1: water + mobile charge, RHF/6-31G* against point charges
mobile charge 1.0 e; MM charges H 0.42, O -0.84 e
OH 1.81 bohr, HOH 104.5 deg; zone 5.0-7.0 bohr
RHF energy of isolated water      -76.009108 hartree
dipole RHF 0.8732, MM 0.9308 e bohr
work of F_mix, out, H side         0.013245 hartree
work of F_mix, outer arc           0.036518 hartree
work of F_mix, in, O side          0.017220 hartree
work of F_mix, inner arc          -0.063445 hartree
integral D dlam, out on H side     0.003750 hartree
integral D dlam, in on O side     -0.000212 hartree
loop work, pure QM force           6.8e-09 hartree
loop work, pure MM force          -1.1e-09 hartree
loop work, F_mix (from forces)     0.003538 hartree
loop integral D dlam (energies)    0.003538 hartree
loop work, energy-blended force    6.4e-09 hartree
loop work of F_mix                 9.289 kJ/mol
loop work of F_mix / kT(300 K)     3.72
At r = 6.0 bohr, theta = 90 deg:
curl F_mix, finite difference      7.5588e-04 hartree/bohr^2
curl F_mix, formula                7.5610e-04 hartree/bohr^2
y force from E_b, fin. difference  0.001307 hartree/bohr
y force, F_mix - D grad lam        0.001307 hartree/bohr
y force, F_mix alone               0.002032 hartree/bohr
At r = 6.0 bohr on the axis, dlam/dr = -0.9375 1/bohr:
H side: D                         -0.003647 hartree
H side: radial F_mix               0.006748 hartree/bohr
H side: switching force           -0.003419 hartree/bohr
H side: same, best common shift   -0.001634 hartree/bohr
H side: same, raw total energy    -71.262 hartree/bohr
O side: D                         -0.000161 hartree
O side: radial F_mix              -0.007981 hartree/bohr
O side: switching force           -0.000151 hartree/bohr
O side: same, best common shift    0.001634 hartree/bohr
O side: same, raw total energy    -71.259 hartree/bohr
best common shift of E_Q           0.001904 hartree
CASE 2: harmonic well, D = g y, lam = lam(x)
mass 30000 m_e, omega 5.0e-04 a.u., k 0.0075 hartree/bohr^2
amplitude 0.5 bohr, zone width 2.0 bohr, g 2.0e-04 hartree/bohr
period 12566.4 a.u. = 304.0 fs; a1 = 0.413818
initial K + E_b                   9.3750e-04 hartree
force blend, K after  1 periods    4.5070e-06, law 4.5070e-06 hartree
force blend, K after  5 periods    1.1268e-04, law 1.1268e-04 hartree
force blend, K after 10 periods    4.5070e-04, law 4.5070e-04 hartree
integral D dlam over 10 periods   4.5070e-04 hartree
position error after 10 periods   1.2e-11 bohr
energy blend, largest drift       8.2e-15 hartree
PASS
```
